# Computing the Presheath–Sheath Transition Layer of a Collisional Plasma: verification in Python

```python
"""
Result under test: between a collisional quasineutral presheath (scale L) and a
collisionless sheath (scale lambdaD) lies a layer of thickness
lambdaD^(4/5) L^(1/5), for cold fluid ions and Boltzmann electrons.

Symbols (dimensionless unless a unit is printed):
  x    distance toward the wall / L; x = 0 where the quasineutral slope diverges
  u    ion speed / c_s, with c_s = sqrt(Te/M)
  eta  -e*potential/Te, zero where the electron density equals n_s
  n_s  ion flux / c_s, the density unit; lambdaD is evaluated at n_s
  eps  lambdaD / L;  g = energy lost to drag / Te, with dg/dx = u^2
Equations: eps^2 eta'' = 1/u - exp(-eta),  u^2 = 1 + 2 eta - 2 g.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc


def presheath_position(u):
    """Quasineutral relation between position and ion speed."""
    return 0.5 - 0.5 / u**2 - np.log(u)


def march(eps, u_start, eta_wall):
    """Integrate drag, ion energy and Poisson's equation up to the wall."""
    def correction_slope(u):
        return 10*u**4/(1 - u**2)**3 + 12*u**6/(1 - u**2)**4

    u = u_start
    eta0 = np.log(u) + eps**2 * 2*u**5/(1 - u**2)**3
    eta_u = 1/u + eps**2 * correction_slope(u)
    field0 = eta_u * u**2 / (eta_u - u)
    shift = quad(lambda v: correction_slope(v)/v**2, 0, u)[0]
    x0 = presheath_position(u) + eps**2 * shift
    g0 = (1 + 2*eta0 - u**2) / 2

    # Independent variable is (x - x0)/eps; second state is eps * d eta/dx.
    def rhs(_, y):
        eta, grad, g = y
        u_squared = 1 + 2*(eta - g)
        return (grad, u_squared**-0.5 - np.exp(-eta), eps*u_squared)

    def sonic(_, y):
        return y[0] - y[2]

    def unit_drop(_, y):
        return y[0] - 1.0

    def wall(_, y):
        return y[0] - eta_wall
    wall.terminal = True

    sol = solve_ivp(rhs, (0, abs(x0)/eps + 1000), (eta0, eps*field0, g0),
                    method="DOP853", rtol=1e-10, atol=1e-13,
                    events=(sonic, unit_drop, wall))
    assert sol.success and all(len(t) == 1 for t in sol.t_events)
    x_sonic, x_unit, x_wall = [x0 + eps*t[0] for t in sol.t_events]
    eta_s, grad_s, _ = sol.y_events[0][0]
    charge_s = 1 - np.exp(-eta_s)
    g_wall = sol.y_events[2][0][2]
    return dict(sonic=x_sonic, wall=x_wall, sheath=(x_wall - x_unit)/eps,
                growth=eps*grad_s/charge_s, field=grad_s/eps,
                charge=charge_s, impact=0.5 + eta_wall - g_wall)


def transition_solution(r):
    """Ripple-free solution of Y'' = Y^2 + s, started at s = -r."""
    def zero(_, y):
        return y[0]

    def large(_, y):
        return y[0] - 1e4
    large.terminal = True
    start = (-np.sqrt(r) - 1/(8*r**2), 0.5/np.sqrt(r) - 1/(4*r**3))
    sol = solve_ivp(lambda s, y: (y[1], y[0]**2 + s), (-r, 6), start,
                    method="DOP853", rtol=1e-11, atol=1e-13,
                    events=(zero, large))
    s_zero = sol.t_events[0][0]
    slope = sol.y_events[0][0][1]
    pole = sol.t_events[1][0] + np.sqrt(6/sol.y_events[1][0][0])
    return s_zero, slope/s_zero, pole


# --- Local expansion of the space charge, with weak ionization sigma --------
b, Y, s, sigma = sp.symbols("b Y s sigma")
ion_density = (1 + sigma*b**2*s)/sp.sqrt(1 + 2*b*Y - 2*(1 + sigma)*b**2*s)
expansion = sp.series(ion_density - sp.exp(-b*Y), b, 0, 3).removeO()
assert sp.simplify(expansion - b**2*(Y**2 + (1 + 2*sigma)*s)) == 0

# The quasineutral fluid equations must give the same ionization factor.
v, dv, deta = sp.symbols("v dv deta")
slopes = sp.solve([v*dv - deta + v**2 + sigma*v, dv - v*deta - sigma],
                  [dv, deta], dict=True)[0]
strength = sp.simplify(slopes[dv]*(1 - v**2)/v).subs(v, 1)
assert sp.simplify(strength - (1 + 2*sigma)) == 0

# --- Charge-exchange drag from free flights starting at rest ----------------
# Units: free path = 1, acceleration = 1; a flight of length d lasts sqrt(2d).
mean_time = quad(lambda d: np.exp(-d)*np.sqrt(2*d), 0, np.inf)[0]
mean_cube = quad(lambda d: np.exp(-d)*(2*d)**1.5, 0, np.inf)[0]
drift = 1/mean_time
drag_factor = 1/drift**2
spread = (mean_cube/3/mean_time)/drift**2 - 1
assert abs(drag_factor - np.pi/2) < 1e-6
assert abs(spread - (np.pi/2 - 1)) < 1e-6

# --- Inputs of the argon example (rough typical values) ---------------------
pressure_mTorr, gas_K, Te_eV = 10.0, 400.0, 3.0
density_cm3, cross_cm2, half_gap_cm = 1e11, 1e-14, 5.0
ion_mass = 39.948*const.atomic_mass
eta_wall = 0.5*np.log(ion_mass/(2*np.pi*const.m_e))

# --- Layer equation and collisionless sheath --------------------------------
s_zero, growth_limit, pole = transition_solution(40.0)
assert np.allclose(transition_solution(20.0),
                   (s_zero, growth_limit, pole), rtol=1e-4)


def inverse_field(eta):
    return 1/np.sqrt(2*(np.sqrt(1 + 2*eta) + np.exp(-eta) - 2))


sheath_limit = quad(inverse_field, 1, eta_wall)[0]
cut = 0.01  # below this drop the integrand is replaced by its series
c_sheath = (quad(inverse_field, cut, eta_wall, limit=200)[0]
            - np.sqrt(6/cut) + 1.75*np.sqrt(1.5*cut))

# --- Full integrations for decreasing Debye length --------------------------
eps_list = np.array([1e-2, 1e-3, 1e-4, 1e-5, 1e-6])
start_speeds = [0.5, 0.5, 0.5, 0.8, 0.9]
runs = [march(e, u0, eta_wall) for e, u0 in zip(eps_list, start_speeds)]
other_start = march(1e-3, 0.8, eta_wall)
start_change = abs(other_start["wall"]/runs[1]["wall"] - 1)
assert start_change < 1e-3

sonic = np.array([r["sonic"] for r in runs])
growth = np.array([r["growth"] for r in runs])
walls = np.array([r["wall"] for r in runs])
sheaths = np.array([r["sheath"] for r in runs])


def local_exponents(lengths):
    return np.diff(np.log(lengths))/np.diff(np.log(eps_list))


p_sonic, p_growth = local_exponents(sonic), local_exponents(growth)
p_sheath = local_exponents(sheaths*eps_list)
assert abs(p_sonic[-1] - 0.8) < 0.03
assert abs(p_growth[-1] - 0.8) < 0.03
assert abs(p_sheath[-1] - 1.0) < 0.002
assert abs(sheaths[-1]/sheath_limit - 1) < 1e-3


def extrapolate(lengths, power):
    """Quadratic in eps^power through the three smallest eps."""
    t = eps_list[-3:]**power
    scaled = lengths[-3:]/eps_list[-3:]**0.8
    return np.linalg.solve(np.vander(t, 3, increasing=True), scaled)


sonic_fit = extrapolate(sonic, 0.4)[0]
growth_fit = extrapolate(growth, 0.4)[0]
pole_fit, c_fit, kappa = extrapolate(walls, 0.2)
# Tolerances allow for the omitted higher powers of eps.
assert abs(sonic_fit/s_zero - 1) < 0.01
assert abs(growth_fit/growth_limit - 1) < 0.01
assert abs(pole_fit/pole - 1) < 0.01
assert abs(c_fit/c_sheath - 1) < 0.10

# --- Argon example ----------------------------------------------------------
gas_density = pressure_mTorr*1e-3*const.torr/(const.k*gas_K)
free_path = 1/(gas_density*cross_cm2*1e-4)
L = free_path/drag_factor
n_s = density_cm3*1e6
lambdaD = np.sqrt(const.epsilon_0*Te_eV/(n_s*const.e))
c_s = np.sqrt(Te_eV*const.e/ion_mass)
eps = lambdaD/L
layer = lambdaD**0.8*L**0.2
ar = march(eps, 0.3, eta_wall)
two_terms = pole*eps**0.8 + c_sheath*eps
three_terms = two_terms + kappa*eps**1.2

# Ionization needed to supply the wall flux from the half gap.
gap = half_gap_cm*1e-2/L
u_mid = brentq(lambda q: presheath_position(q) + gap, 1e-3, 0.999)
content = quad(lambda q: (1/q**3 - 1/q)/q, u_mid, 1)[0]
sigma_ar = 1/content
missing = 0.5*erfc(np.sqrt(eta_wall))

um = 1e6
print("LAYER EQUATION Y'' = Y^2 + s (dimensionless)")
print(f"zero s_z = {s_zero:.4f}; Y'/Y'' there = {growth_limit:.4f}")
print(f"first pole s_0 = {pole:.4f}")
print(f"sheath constant c = {c_sheath:.3f} (argon floating wall)")
print("FULL INTEGRATION, lengths in units of L")
print("eps      u_start  x(u=1)      growth len  x_wall")
for e, u0, r in zip(eps_list, start_speeds, runs):
    print(f"{e:.0e}   {u0:.1f}      {r['sonic']:.4e}  "
          f"{r['growth']:.4e}  {r['wall']:.4e}")
print("local exponents of lambdaD between successive eps")
print("x(u=1):    ", " ".join(f"{p:.4f}" for p in p_sonic))
print("growth len:", " ".join(f"{p:.4f}" for p in p_growth))
print("sheath:    ", " ".join(f"{p:.4f}" for p in p_sheath))
print(f"extrapolated x(u=1)/eps^0.8 = {sonic_fit:.4f}")
print(f"extrapolated growth len/eps^0.8 = {growth_fit:.4f}")
print(f"wall fit: s_0 = {pole_fit:.4f}, c = {c_fit:.3f}, "
      f"kappa = {kappa:.2f}")
print(f"sheath eta=1 to wall, eps=1e-6: {sheaths[-1]:.4f} lambdaD")
print(f"same, collisionless integral: {sheath_limit:.4f} lambdaD")
print(f"relative change of x_wall with start: {start_change:.1e}")
print("ARGON EXAMPLE, rough typical inputs")
print(f"pressure = {pressure_mTorr:.0f} mTorr; gas = {gas_K:.0f} K")
print(f"Te = {Te_eV:.1f} eV; n_s = {density_cm3:.1e} cm^-3")
print(f"cross-section = {cross_cm2:.1e} cm^2; "
      f"half gap = {half_gap_cm:.1f} cm")
print(f"charge-exchange free path = {free_path*1e3:.2f} mm")
print(f"drag length L = {L*1e3:.2f} mm")
print(f"lambdaD = {lambdaD*um:.1f} um; eps = {eps:.5f}")
print(f"c_s = {c_s*1e2:.3e} cm/s")
print(f"lambdaD^(4/5) L^(1/5) = {layer*um:.1f} um")
print(f"singularity to u=1 = {ar['sonic']*L*um:.1f} um")
print(f"field growth length at u=1 = {ar['growth']*L*um:.1f} um")
print(f"singularity to wall = {ar['wall']*L*um:.1f} um")
print(f"two-term wall formula = {two_terms*L*um:.1f} um")
print(f"three-term wall formula = {three_terms*L*um:.1f} um")
print(f"field at u=1 = {ar['field']*Te_eV/L*1e-2:.2f} V/cm")
print(f"charge imbalance at u=1 = {100*ar['charge']:.2f} % of n_s")
print(f"floating drop eta_wall = {eta_wall:.3f} "
      f"= {eta_wall*Te_eV:.2f} V")
print(f"ion impact energy = {ar['impact']*Te_eV:.2f} eV")
print(f"ion current = {const.e*n_s*c_s*0.1:.2f} mA/cm^2")
print("NEGLECTED EFFECTS, sized for the example")
print(f"ionization sigma = {sigma_ar:.4f}; thickness factor = "
      f"{(1 + 2*sigma_ar)**-0.2:.4f}")
print(f"gas temperature / Te = {const.k*gas_K/(const.e*Te_eV):.4f}")
print(f"missing returning electrons = {100*missing:.3f} %")
print(f"velocity variance / mean^2, uniform field = {spread:.3f}")
print("done: every assertion held")
```

It prints:

```
LAYER EQUATION Y'' = Y^2 + s (dimensionless)
zero s_z = 0.7154; Y'/Y'' there = 1.3421
first pole s_0 = 3.4117
sheath constant c = 3.393 (argon floating wall)
FULL INTEGRATION, lengths in units of L
eps      u_start  x(u=1)      growth len  x_wall
1e-02   0.5      2.2543e-02  3.3547e-02  1.0812e-01
1e-03   0.5      3.1268e-03  5.3183e-03  1.6287e-02
1e-04   0.5      4.6869e-04  8.4488e-04  2.4497e-03
1e-05   0.8      7.2622e-05  1.3408e-04  3.7247e-04
1e-06   0.9      1.1406e-05  2.1262e-05  5.7299e-05
local exponents of lambdaD between successive eps
x(u=1):     0.8579 0.8242 0.8098 0.8039
growth len: 0.7999 0.7990 0.7994 0.7998
sheath:     0.9808 0.9964 0.9994 0.9999
extrapolated x(u=1)/eps^0.8 = 0.7154
extrapolated growth len/eps^0.8 = 1.3421
wall fit: s_0 = 3.4110, c = 3.413, kappa = -2.76
sheath eta=1 to wall, eps=1e-6: 3.7614 lambdaD
same, collisionless integral: 3.7616 lambdaD
relative change of x_wall with start: 4.2e-07
ARGON EXAMPLE, rough typical inputs
pressure = 10 mTorr; gas = 400 K
Te = 3.0 eV; n_s = 1.0e+11 cm^-3
cross-section = 1.0e-14 cm^2; half gap = 5.0 cm
charge-exchange free path = 4.14 mm
drag length L = 2.64 mm
lambdaD = 40.7 um; eps = 0.01544
c_s = 2.692e+05 cm/s
lambdaD^(4/5) L^(1/5) = 93.8 um
singularity to u=1 = 87.6 um
field growth length at u=1 = 125.4 um
singularity to wall = 406.3 um
two-term wall formula = 458.0 um
three-term wall formula = 409.2 um
field at u=1 = 59.68 V/cm
charge imbalance at u=1 = 2.63 % of n_s
floating drop eta_wall = 4.679 = 14.04 V
ion impact energy = 14.25 eV
ion current = 4.31 mA/cm^2
NEGLECTED EFFECTS, sized for the example
ionization sigma = 0.0115; thickness factor = 0.9955
gas temperature / Te = 0.0115
missing returning electrons = 0.111 %
velocity variance / mean^2, uniform field = 0.571
done: every assertion held
```
